# Temperature for half-decomposition of trimethylgallium in one second

## Problem

Trimethylgallium, $\mathrm{Ga(CH_3)_3}$, supplies gallium in vapour-phase epitaxy. In the hot gas its first Ga–C bond breaks by homolysis, in which each fragment keeps one electron of the bond:

$$
\mathrm{Ga(CH_3)_3\longrightarrow Ga(CH_3)_2+CH_3}.
$$

The rate constant follows the Arrhenius law

$$
k(T)=A\,e^{-E/RT},\qquad A=10^{15.5}\ \mathrm{s^{-1}},\qquad E=59.5\ \mathrm{kcal/mol}.
$$

At what temperature does half the trimethylgallium decompose in one second?

"Decomposed" means here that the first methyl group has been lost. The gas is held at one temperature for the whole second. The freed methyl radicals are taken to be trapped by some other species, so that they neither recombine with $\mathrm{Ga(CH_3)_2}$ nor attack further precursor. Walls and adduct-forming partners are absent. The gas constant is $R=0.0019872$ kcal/(mol K).

## A tempting solution

Half the molecules must go in one second. The rate constant is the fraction decomposing per second, so it should be $k=0.5\ \mathrm{s^{-1}}$. Setting $Ae^{-E/RT}=0.5\ \mathrm{s^{-1}}$ and taking logarithms gives

$$
T=\frac{E}{R\ln(A/0.5\ \mathrm{s^{-1}})}
=\frac{59.5}{0.0019872\,(35.6901+0.6931)}\ \mathrm K
\approx 823\ \mathrm K .
$$

Here $35.6901$ is $\ln(A\times1\ \mathrm s)$ and $0.6931$ is $\ln 2$.

## The fault

The logarithms are right, but the condition on $k$ is wrong. The rate constant is the fraction of the molecules *still present* that decomposes per unit time. As the second passes, fewer molecules are present, and the number lost per unit time falls with them. Multiplying $k$ by the whole second treats the initial loss rate as if it lasted throughout.

Let $N(t)$ be the number of intact molecules in a parcel of gas, with $N(0)=N_0$. Then

$$
\frac{dN}{dt}=-kN
\quad\Longrightarrow\quad
\int_{N_0}^{N}\frac{dN'}{N'}=-k\int_0^t dt'
\quad\Longrightarrow\quad
N=N_0e^{-kt}.
$$

The constant $k$ could be taken out of the integral because the temperature is constant. With $k=0.5\ \mathrm{s^{-1}}$ and $t=1$ s, the decomposed fraction is $1-e^{-0.5}=0.39$, not one half.

## The right solution

Half left means $e^{-kt}=1/2$, or

$$
kt=\ln2,\qquad k=0.693\ \mathrm{s^{-1}}\quad\text{for }t=1\ \mathrm s .
$$

Insert the Arrhenius law and take the logarithm of both sides:

$$
At\,e^{-E/RT}=\ln2
\quad\Longrightarrow\quad
\ln(At)-\frac{E}{RT}=\ln(\ln2).
$$

Solving for the temperature,

$$
T_{1/2}=\frac{E}{R\,L},\qquad L=\ln\frac{At}{\ln2}.
$$

The prefactor is given as a power of ten, so $\ln(At)=15.5\ln10=35.6901$. Since $\ln2$ is less than one, its logarithm is negative, $\ln(\ln2)=-0.3665$, and subtracting it increases $L$:

$$
L=35.6901+0.3665=36.0566 .
$$

Therefore

$$
T_{1/2}=\frac{59.5}{0.0019872\times36.0566}\ \mathrm K
\approx 830\ \mathrm K\approx 557\,^\circ\mathrm C .
$$

The tempting answer was about 7 K too low. The error is small because the rate condition enters through a logarithm that is added to a number near 36.

## Other fractions and times

For a decomposed fraction $F$, the fraction left is $1-F=e^{-kt}$. Then $kt=-\ln(1-F)$, and the same algebra gives

$$
T_F=\frac{E}{R\ln\!\left[\dfrac{At}{-\ln(1-F)}\right]} .
$$

For one second, 10% is decomposed at 789 K and 90% at 859 K. Decomposition therefore passes from slight to nearly complete over about 70 K. If the time is cut to 0.1 s, half-decomposition needs 887 K. A decomposition temperature has a meaning only together with a fraction and a time.

As $F\to0$, $-\ln(1-F)\to F$, and the tempting condition $kt=F$ becomes correct: hardly any molecules have been lost, so the loss rate has hardly fallen.

## Sensitivity to the data

Differentiating $T_{1/2}=E/(RL)$ at fixed $A$ and $t$ gives

$$
\frac{\partial T_{1/2}}{\partial E}=\frac1{RL}=\frac{T_{1/2}}E
=14\ \mathrm{K\ per\ kcal/mol}.
$$

At fixed $E$, raising $\log_{10}A$ by one raises $L$ by $\ln10$. Using $1/L=RT_{1/2}/E$,

$$
\frac{\partial T_{1/2}}{\partial\log_{10}A}
=-\frac{E}{RL^2}\ln10
=-\frac{RT_{1/2}^2}{E}\ln10
=-53\ \mathrm{K\ per\ decade}.
$$

An uncertainty of 0.05 in the exponent 15.5 thus moves the answer by nearly 3 K, so quoting tenths of a kelvin would claim too much. The pair $(A,E)$ is taken here as given, empirical data. Rough MP2 and PBE0 estimates (small basis sets, fixed geometries, no zero-point correction) put the first Ga–C bond energy at 71–77 kcal/mol, well above $E$. The given law may therefore include routes other than the bare homolysis, and $E$ should not be read as the bond energy.

If some further process multiplies the first-order loss rate by a constant $f$, then $A$ is replaced by $fA$:

$$
T_f=\frac{E}{R(L+\ln f)}
\approx T_{1/2}-\frac{RT_{1/2}^2}{E}\ln f,
\qquad \frac{RT_{1/2}^2}{E}=23\ \mathrm K .
$$

The approximation holds for $|\ln f|\ll L$.

## If the second includes the heating

Suppose that the gas enters at $T_0=300$ K and warms linearly to a peak $T_p$ during the whole second. The heating rate is $\beta=(T_p-T_0)/t$. Now $k$ varies, and integrating $dN/N=-k\,dt'$ with $dt'=dT/\beta$ gives the condition

$$
\frac1\beta\int_{T_0}^{T_p}k(T)\,dT=\ln2 .
$$

Solving this numerically gives $T_p=910$ K, which is 80 K above the isothermal answer.

The reason is that $k$ is appreciable only near the end of the ramp. Close to the peak, $1/T\approx1/T_p+(T_p-T)/T_p^2$, so

$$
k(T)\approx k(T_p)\exp\!\left[-\frac{E(T_p-T)}{RT_p^2}\right].
$$

The exponential is negligible at the inlet, so the lower limit can be moved to $-\infty$. The condition becomes

$$
k(T_p)\,\tau\approx\ln2,\qquad
\tau=\frac{RT_p^2}{E\beta}=0.045\ \mathrm s .
$$

Less than a twentieth of the second does most of the work. As a check, $k(910\ \mathrm K)\approx16.2\ \mathrm{s^{-1}}$, so $k\tau\approx0.73$. This is about 6% above $\ln2$, the price of the expansion near the peak.

## If collisions are too slow

The Arrhenius law with constant $A$ assumes that collisions replace energetic molecules as fast as they react. This is the high-pressure limit. To size the departure from it, let $\varepsilon$ be the vibrational energy of a molecule, $\rho(\varepsilon)$ its density of vibrational states, and $E_1$ the activation energy per molecule. For $\varepsilon\ge E_1$, choose

$$
k(\varepsilon)=A\,\frac{\rho(\varepsilon-E_1)}{\rho(\varepsilon)} .
$$

This choice reproduces the given law. With $k_B$ the Boltzmann constant and $Q=\int_0^\infty\rho(\varepsilon)e^{-\varepsilon/k_BT}d\varepsilon$, substituting $\varepsilon=E_1+x$ in the thermal average gives

$$
\frac1Q\int_{E_1}^{\infty}k(\varepsilon)\rho(\varepsilon)e^{-\varepsilon/k_BT}d\varepsilon
=\frac{A e^{-E_1/k_BT}}Q\int_0^\infty\rho(x)e^{-x/k_BT}dx
=Ae^{-E_1/k_BT}.
$$

Let collisions at rate $\omega$ supply and remove molecules of energy $\varepsilon$. If $n_{\rm eq}$ is their thermal population, the steady balance is $\omega n_{\rm eq}=[\omega+k(\varepsilon)]n$. Each contribution to the average is therefore reduced by $\omega/[\omega+k(\varepsilon)]$.

Take hydrogen at 76 Torr and a rough collision diameter of 0.5 nm. The kinetic theory of hard spheres then gives $\omega=2.1\times10^9\ \mathrm{s^{-1}}$ at 830 K. The 33 vibrations are treated as harmonic, with rough wavenumbers: nine at 2950, nine at 1300, six at 700, three at 550, three at 150, and one each at 60, 50 and 40 $\mathrm{cm^{-1}}$.

If every collision restores the thermal distribution, the rate is 0.99 of its high-pressure limit. If one collision in ten does so, $\omega$ is ten times smaller, the ratio is 0.96, and the required temperature rises by about 1 K. For these two collision efficiencies, finite pressure matters little in this rough model. The effect grows as collisions become weaker: with one effective collision in a hundred, the ratio is about 0.8 and the rise about 5 K.

## If the methyl radicals are not trapped

Now let methyl recombine with $\mathrm{Ga(CH_3)_2}$, and let two methyls form ethane. Let $m$, $d$ and $c$ be the amounts of $\mathrm{Ga(CH_3)_3}$, $\mathrm{Ga(CH_3)_2}$ and $\mathrm{CH_3}$, each divided by the initial amount of precursor. One pair-reaction coefficient, $3\times10^{-11}\ \mathrm{cm^3/s}$, is assumed for both recombinations. Its product with the initial precursor density is called $q$. Then

$$
\frac{dm}{dt}=-km+qdc,\qquad
\frac{dd}{dt}=km-qdc,\qquad
\frac{dc}{dt}=km-qdc-2qc^2 .
$$

The factor 2 appears because forming one ethane removes two methyls. Further loss of methyl from $\mathrm{Ga(CH_3)_2}$ is left out, so this fragment is assumed to survive until it meets a methyl radical. That is a strong assumption, because its next Ga–C bond is weaker than the first. If the fragment breaks up much faster than it recombines, and the resulting $\mathrm{GaCH_3}$ does not itself recapture methyl, the shift found below becomes much smaller.

The equations also contain no reaction of methyl with the carrier gas, so they describe an inert carrier and not hydrogen. For a precursor mole fraction of $10^{-4}$ in such a gas at 76 Torr, $q=2650\ \mathrm{s^{-1}}$ at 830 K. Numerical integration then gives 9% net decomposition in one second instead of 50%. Reaching 50% requires 903 K, a rise of 73 K.

A limiting law shows what controls this. When $q\gg k$, methyl production nearly balances recombination with $\mathrm{Ga(CH_3)_2}$, so $c\approx km/(qd)$. Subtracting the third rate equation from the second gives $dd/dt-dc/dt=2qc^2$. Since little methyl accumulates, $dc/dt$ may be dropped:

$$
\frac{dd}{dt}\approx\frac{2k^2m^2}{qd^2},\qquad m=1-d .
$$

Separate the variables and integrate to $d=1/2$. With $u=1-d$,

$$
\frac{2k^2t}{q}\approx\int_0^{1/2}\frac{d^2}{(1-d)^2}\,dd
=\int_{1/2}^{1}\left(\frac1{u^2}-\frac2u+1\right)du
=\frac32-2\ln2 .
$$

Thus

$$
k\approx\sqrt{\frac{q(3/2-2\ln2)}{2t}} .
$$

At 903 K, $q=2438\ \mathrm{s^{-1}}$ and this estimate is $11.8\ \mathrm{s^{-1}}$. The full equations require $12.6\ \mathrm{s^{-1}}$, so the estimate is 7% low relative to them. When the pair reactions are made 100 times faster and the half-decomposition temperature is found again, the error falls to 0.8%, as a law for $q\gg k$ should behave.

The opposite limit recovers the original problem. If another species removes methyl at $10^6\ \mathrm{s^{-1}}$, far faster than recombination can, the full equations give 49.97% decomposition at $T_{1/2}$. As long as $\mathrm{Ga(CH_3)_2}$ survives, trapping is therefore a real condition of the simple answer.

## If the radicals attack more precursor

In hydrogen, a methyl radical can react by $\mathrm{CH_3+H_2\to CH_4+H}$, and the hydrogen atom can attack another precursor molecule. If each homolysis is promptly followed by $\nu$ further losses on average, then

$$
\frac{dN}{dt}=-(1+\nu)kN ,
$$

so $f=1+\nu$ in the formula for $T_f$. For $\nu=1$ the half-decomposition temperature is 815 K, and for $\nu=10$ it is 779 K. These values of $\nu$ are illustrations, not predictions for a particular reactor. No rate for the hydrogen reaction has been used here, and the trap of $10^6\ \mathrm{s^{-1}}$ above does not stand for it. Removal of methyl by hydrogen competes with recombination and can make the 73 K shift found for an inert carrier much smaller, but it may also open a chain.

## Beside a real reactor

Of the assumptions whose effects were computed here, the uniform temperature and the harmless radicals gave the largest shifts. For the numbers above, heating during the whole second moves the answer by $+80$ K, recombination with a long-lived $\mathrm{Ga(CH_3)_2}$ in an inert carrier gas by $+73$ K, and a chain with $\nu=10$ by $-52$ K. Each shift was found with the other effects switched off, so they should not be added. Hot surfaces and adducts with the group-V source can open further routes, which have not been sized here. The result of 830 K is the half-decomposition temperature for isothermal homolysis with trapped radicals, and it should not be used as a reactor setting without examining these conditions. The numerical output below gives the computed values in more detail.

## Table of computed values

```
INPUTS AND MAIN RESULT
log10(A / s^-1) = 15.5; A = 3.1623e+15 s^-1
Activation energy E = 59.5 kcal/mol
Residence time = 1.0 s
Gas constant R = 0.0019872 kcal/(mol K)
Required rate ln(2)/t = 0.693147 s^-1
ln(A t) = 35.6901 (no unit)
ln(ln 2) = -0.3665 (no unit)
ln(A t/ln 2) = 36.0566 (no unit)
Half-decomposition temperature = 830.40 K
Same temperature = 557.3 deg C
Fraction left by integration = 0.500000
10% decomposed in 1 s at 789.2 K
90% decomposed in 1 s at 859.0 K
50% decomposed in 0.1 s at 887.1 K
dT/dE = 13.96 K per kcal/mol
dT/dlog10(A) = -53.03 K per decade
R T^2/E = 23.03 K
HEATING DURING THE SECOND
Inlet temperature = 300 K
Required ramp peak = 909.9 K
Shift from isothermal = +79.5 K
Effective hot interval = 0.0453 s
FINITE PRESSURE, ROUGH MODEL
Hydrogen pressure = 76 Torr
Collision diameter = 0.50 nm
Mode wavenumber (1/cm) x count: 2950x9, 1300x9, 700x6, 550x3, 150x3, 60x1, 50x1, 40x1
Collision rate at T_half = 2.068e+09 s^-1
Efficiency 1.0: k/k_infinity = 0.9941; T = 830.5 K; shift = +0.1 K
Efficiency 0.1: k/k_infinity = 0.9560; T = 831.5 K; shift = +1.0 K
RADICALS, ROUGH MODEL
Precursor mole fraction = 1.0e-04
Pair coefficient = 3.0e-11 cm^3/s
Scaled pair rate q at T_half = 2651.3 s^-1
Untrapped conversion at T_half = 8.85%
Untrapped half-conversion temperature = 903.1 K
Untrapped shift = +72.7 K
Scaled pair rate q there = 2438.0 s^-1
Homolysis k at that temperature = 12.619 s^-1
Quasi-steady estimate of k = 11.773 s^-1
Error of that estimate = -6.70%
Error with 100x faster pair reactions = -0.79%
Test methyl trap rate = 1.0e+06 s^-1
Conversion with that trap = 49.97%
1 further losses per homolysis: T = 814.7 K; shift = -15.7 K
10 further losses per homolysis: T = 778.6 K; shift = -51.8 K
```
